# Fuchs-Sondheimer suppression of in-plane heat conduction in a film

A solid film fills the region \(0<z<d\) and is unbounded in \(x\) and \(y\). A small, constant temperature gradient \(T'=dT/dx\) drives heat along the film. The carriers are phonons with distribution \(f\), equilibrium distribution \(f_0\) and velocity \(\mathbf v=v\mathbf n\), where \(\mathbf n\) is a unit vector. The bulk solid is isotropic, and all phonons share one mean free path \(l=v\tau\), where \(\tau\) is the relaxation time. Define

\[
\delta=\frac{d}{l},\qquad \mu=|n_z|,\qquad \varepsilon=e^{-\delta/\mu},\qquad F=\frac{\kappa_{\rm film}}{\kappa_{\rm bulk}} .
\]

Here \(\kappa_{\rm film}\) is the heat flux along \(x\), averaged over the thickness and divided by \(-T'\). Each wall reflects a fraction \(p\) of the arriving phonons as a mirror does, whatever their angle and frequency. The rest are absorbed and re-emitted diffusely, with the same occupation in every outgoing direction. No net energy passes through a wall.

Three further assumptions enter. The film is thick enough for phonons to be treated as particles with bulk velocities. The response is linear in \(T'\). Scattering in the interior destroys the heat-carrying part of the distribution at the rate \(1/\tau\). Isotope and point-defect scattering fits this description when it sends phonons equally into all directions, and its rate then adds to the other resistive rates in \(1/\tau\). Collisions that conserve total crystal momentum do not fit it, and where they dominate the result below does not apply.

Write \(f=f_0(T(x))+g\). The deviation \(g\) is of first order in \(T'\), so its own variation along \(x\) is of higher order and is dropped. The steady Boltzmann equation becomes

\[
v_z\frac{\partial g}{\partial z}+v_x\frac{\partial f_0}{\partial T}T'=-\frac{g}{\tau}.
\]

This form takes the temperature to be uniform across the film, which must be justified. The driving term is odd in \(v_x\), and mirror reflection at a wall leaves \(v_x\) unchanged, so there is a solution \(g\) that is odd in \(v_x\). Summed over directions, an odd function gives no extra energy density, so the local temperature stays at \(T(x)\) for every \(z\). For the same reason the deviation brings no net energy to a wall. The diffusely emitted phonons then need no excess over equilibrium to balance the energy, and they leave with \(g=0\). The assumption is therefore consistent with the solution it produces.

In the bulk, \(\partial g/\partial z=0\) and \(g=-\tau v_x(\partial f_0/\partial T)T'\). In the film, let \(\phi\) measure \(g\) against this bulk value:

\[
g=-\tau v_x\frac{\partial f_0}{\partial T}T'\,\phi .
\]

Use \(\phi_+\) for phonons with \(v_z=+v\mu\) and \(\phi_-\) for those with \(v_z=-v\mu\). Inserting this form and dividing by \(-v_x(\partial f_0/\partial T)T'\) gives \(\pm v\tau\mu\,\partial\phi_\pm/\partial z-1=-\phi_\pm\), or

\[
\pm l\mu\frac{\partial\phi_\pm}{\partial z}=1-\phi_\pm .
\]

A phonon leaving the wall at \(z=0\) belongs to \(\phi_+\). A fraction \(p\) of such phonons are mirrored ones, which bring the deviation of \(\phi_-\) with them, and the diffuse fraction brings none. The same holds at the other wall with the roles exchanged:

\[
\phi_+(0)=p\,\phi_-(0),\qquad \phi_-(d)=p\,\phi_+(d).
\]

The general solutions relax towards 1 along the direction of flight:

\[
\phi_+=1-A\,e^{-z/(l\mu)},\qquad \phi_-=1-B\,e^{-(d-z)/(l\mu)} .
\]

The wall conditions become \(1-A=p(1-B\varepsilon)\) and \(1-B=p(1-A\varepsilon)\). Subtracting the second from the first gives \(B-A=p\varepsilon(A-B)\), or \((A-B)(1+p\varepsilon)=0\). Since \(1+p\varepsilon>0\), \(A=B\), and either condition then yields

\[
A=\frac{1-p}{1-p\varepsilon}.
\]

For \(p=1\) this amplitude vanishes and the film conducts like the bulk. Mirror walls do not disturb motion along \(x\).

The heat flux is the sum of \(\hbar\omega v_x g\) over modes. Because \(\phi\) depends on direction and position but not on frequency, the frequency sum cancels when the flux \(q(z)\) is divided by its bulk value. What remains is the average of \(n_x^2\phi\) over directions, divided by the average of \(n_x^2\), which is \(1/3\). With azimuth \(\chi\), \(n_x^2=(1-\mu^2)\cos^2\chi\), and the integral of \(\cos^2\chi\) over a full turn is \(\pi\). The prefactor is therefore \(3\pi/(4\pi)=3/4\):

\[
\frac{q(z)}{q_{\rm bulk}}=\frac34\int_0^1(1-\mu^2)(\phi_++\phi_-)\,d\mu
=1-\frac34\int_0^1(1-\mu^2)A\left[e^{-z/(l\mu)}+e^{-(d-z)/(l\mu)}\right]d\mu .
\]

The 1 arises from \(\tfrac34\cdot2\int_0^1(1-\mu^2)d\mu=\tfrac34\cdot2\cdot\tfrac23\). To average over thickness, note that each exponential has the same mean,

\[
\frac1d\int_0^d e^{-z/(l\mu)}dz=\frac{l\mu}{d}\left(1-e^{-d/(l\mu)}\right)=\frac{\mu}{\delta}(1-\varepsilon).
\]

Two equal contributions turn \(3/4\) into \(3/2\), and the Fuchs-Sondheimer suppression follows:

\[
\boxed{F=1-\frac{3(1-p)}{2\delta}\int_0^1(\mu-\mu^3)\frac{1-\varepsilon}{1-p\varepsilon}\,d\mu}
\]

**The thick film.** The fraction in the integrand can be split as

\[
\frac{1-\varepsilon}{1-p\varepsilon}=1-\frac{(1-p)\varepsilon}{1-p\varepsilon},
\]

since the numerator on the right, over the common denominator, is \(1-p\varepsilon-\varepsilon+p\varepsilon=1-\varepsilon\). The first part needs \(\int_0^1(\mu-\mu^3)d\mu=\tfrac12-\tfrac14=\tfrac14\). Hence

\[
F=1-\frac{3(1-p)}{8\delta}+R,\qquad
R=\frac{3(1-p)^2}{2\delta}\int_0^1(\mu-\mu^3)\frac{\varepsilon}{1-p\varepsilon}\,d\mu .
\]

For \(p<1\) the remainder \(R\) is positive. To bound it, put \(t=1/\mu\), so that \((\mu-\mu^3)d\mu\) becomes \((t^{-3}-t^{-5})dt\) on \(1<t<\infty\). The function \(t^{-3}-t^{-5}\) vanishes at \(t=1\). With \(s=t^{-2}\le1\), its slope is \(5s^3-3s^2\le2s^2\le2\), so it cannot exceed \(2(t-1)\). In addition, \(1-pe^{-\delta t}\ge1-pe^{-\delta}\). Using \(\int_1^\infty2(t-1)e^{-\delta t}dt=2e^{-\delta}/\delta^2\),

\[
0<R<\frac{3(1-p)^2e^{-\delta}}{\delta^3(1-pe^{-\delta})}.
\]

The correction to the thick-film law is thus exponentially small, with no terms in \(1/\delta^2\) or higher inverse powers standing alone. In terms of lengths,

\[
\boxed{\frac{\kappa_{\rm film}}{\kappa_{\rm bulk}}\simeq1-\frac{3(1-p)\,l}{8d}\qquad(d\gg l)}
\]

The flux profile shows where this loss sits. Near \(z=0\) in a thick film, \(\varepsilon\to0\), \(A\to1-p\), and the far wall has no influence. The missing fraction of the flux is

\[
1-\frac{q(z)}{q_{\rm bulk}}=\frac34(1-p)\int_0^1(1-\mu^2)e^{-z/(l\mu)}d\mu .
\]

At the wall it equals \(\tfrac34(1-p)\tfrac23=(1-p)/2\), so the flux there is \((1+p)/2\) of its bulk value. For \(p=0\) this is one half: arriving phonons carry their full bulk share and departing ones carry none. Integrated over \(z\), the missing fraction gives \(\tfrac34(1-p)l\int_0^1(\mu-\mu^3)d\mu=3(1-p)l/16\). Each wall removes as much flux as a bulk layer of that thickness would carry, and two walls give the coefficient \(3/8\).

The same expression can hold in a thin film if the walls are nearly perfect mirrors. Since \(\varepsilon/(1-p\varepsilon)\le\varepsilon/(1-\varepsilon)=1/(e^{\delta/\mu}-1)\le\mu/\delta\), and \(\int_0^1(\mu^2-\mu^4)d\mu=2/15\),

\[
\frac{R}{3(1-p)/(8\delta)}=4(1-p)\int_0^1(\mu-\mu^3)\frac{\varepsilon}{1-p\varepsilon}d\mu\le\frac{8(1-p)}{15\,\delta}.
\]

When \(1-p\ll\delta\), the remainder is small compared with the loss itself, whatever the thickness. The thin-film limit derived next therefore requires the opposite condition, \(\delta\ll1-p\).

**The thin film.** Keep \(p<1\) fixed and let \(\delta\to0\). Expand \(\varepsilon/(1-p\varepsilon)=\sum_{n\ge1}p^{n-1}\varepsilon^n\). The factor \(\varepsilon^n=e^{-n\delta/\mu}\) is the probability of crossing the film \(n\) times without interior scattering. With \(t=1/\mu\) again,

\[
R=\frac{3(1-p)^2}{2\delta}\sum_{n=1}^\infty p^{n-1}K(n\delta),\qquad
K(x)=\int_1^\infty(t^{-3}-t^{-5})e^{-xt}dt .
\]

The behaviour of \(K\) at small \(x\) is found from its second derivative. Let \(E_m(x)=\int_1^\infty t^{-m}e^{-xt}dt\). Differentiating twice under the integral multiplies the integrand by \(t^2\), so \(K''=E_1-E_3\).

For \(E_1(x)=\int_x^\infty e^{-s}s^{-1}ds\), integration by parts gives

\[
E_1(x)=-e^{-x}\ln x+\int_x^\infty e^{-s}\ln s\,ds .
\]

As \(x\to0\), \(E_1+\ln x\) tends to \(\int_0^\infty e^{-s}\ln s\,ds=-\gamma\), where \(\gamma\simeq0.5772\) is Euler's constant. Its derivative is \((1-e^{-x})/x=1+O(x)\), so \(E_1=-\ln x-\gamma+x+O(x^2)\). For the other function, \(E_3(0)=1/2\), \(E_3'(0)=-E_2(0)=-1\) and \(E_3''=E_1\), so \(E_3=\tfrac12-x+O(x^2\ln x)\). Therefore

\[
K''(x)=-\ln x-\gamma-\tfrac12+2x+O(x^2\ln x).
\]

The starting values are \(K(0)=\tfrac12-\tfrac14=\tfrac14\) and \(K'(0)=-\int_1^\infty(t^{-2}-t^{-4})dt=-(1-\tfrac13)=-\tfrac23\). Integrating \(-\ln x\) twice gives \(-\tfrac12x^2\ln x+\tfrac34x^2\), and the constants in \(K''\) add \(-\tfrac12\gamma x^2-\tfrac14x^2\). Thus

\[
K(x)=\frac14-\frac{2x}{3}+\frac{x^2}{2}\left(\ln\frac1x+1-\gamma\right)+\frac{x^3}{3}+O(x^4\ln x).
\]

This may be summed over \(n\) even though \(n\delta\) eventually becomes large. The error of the expansion is bounded for all \(x>0\) by a constant times \(x^4(1+|\ln x|)\), because \(K\) is bounded and the retained terms grow no faster than \(x^3\). The factor \(p^{n-1}\) makes the sum of these errors converge.

The sums needed follow from the geometric series by repeatedly multiplying by \(p\) and differentiating:

\[
\sum p^{n-1}=\frac1{1-p},\qquad \sum np^{n-1}=\frac1{(1-p)^2},
\]

\[
\sum n^2p^{n-1}=\frac{1+p}{(1-p)^3},\qquad \sum n^3p^{n-1}=\frac{1+4p+p^2}{(1-p)^4}.
\]

One more sum, from \(\ln(1/n\delta)=\ln(1/\delta)-\ln n\), is kept as a series:

\[
S(p)=\sum_{n=1}^\infty n^2p^{n-1}\ln n .
\]

Now insert \(K(n\delta)\) into \(R\). The constant \(1/4\) gives \(+3(1-p)/(8\delta)\), which cancels the thick-film loss. The linear term gives

\[
-\frac{3(1-p)^2}{2\delta}\cdot\frac{2\delta}{3}\cdot\frac1{(1-p)^2}=-1,
\]

which cancels the leading 1 in \(F\). The quadratic term has prefactor \(\tfrac{3(1-p)^2}{2\delta}\cdot\tfrac{\delta^2}{2}=\tfrac{3\delta}{4}(1-p)^2\), and the cubic one \(\tfrac{3(1-p)^2}{2\delta}\cdot\tfrac{\delta^3}{3}=\tfrac{\delta^2}{2}(1-p)^2\). What survives is

\[
F=\frac{3\delta}{4}\left\{\frac{1+p}{1-p}\left[\ln\frac1\delta+1-\gamma\right]-(1-p)^2S(p)\right\}
+\frac{1+4p+p^2}{2(1-p)^2}\,\delta^2+O(\delta^3\ln\delta).
\]

Its leading part is the logarithmic thin limit:

\[
\boxed{\frac{\kappa_{\rm film}}{\kappa_{\rm bulk}}\simeq\frac{3d}{4l}\,\frac{1+p}{1-p}\,\ln\frac ld\qquad(p<1\ \text{fixed},\ d/l\to0)}
\]

The condition \(\delta\ll1-p\) makes the full expansion valid but does not by itself justify keeping the logarithm alone, which must also outweigh the constant in the braces. As shown below, the logarithmic integral is cut off near \(\mu\sim\delta/(1-p)\), so for \(p\) near 1 the logarithm is effectively \(\ln[(1-p)/\delta]\), and \(\ln(1/\delta)\) must be large compared with both 1 and \(\ln[1/(1-p)]\).

Since \(\kappa_{\rm bulk}\) is proportional to \(l\) at fixed heat capacity and velocity, \(\kappa_{\rm film}\) varies as \(d\ln(l/d)\). Diffuse walls alone do not make the in-plane conductivity finite in this model: it grows without limit, though slowly, as interior scattering is removed.

The source of the logarithm is visible in the contribution of a single direction. Averaged over the film, a direction carries the fraction

\[
M(\mu)=1-(1-p)\frac{\mu}{\delta}\,\frac{1-\varepsilon}{1-p\varepsilon}
\]

of its bulk flux. Let \(x=\delta/\mu\ll1-p\). Then \(1-\varepsilon\simeq x(1-x/2)\) and \(1-p\varepsilon\simeq(1-p)[1+px/(1-p)]\), so

\[
M\simeq x\left(\frac12+\frac p{1-p}\right)=\frac{1+p}{2(1-p)}\,\frac{\delta}{\mu}.
\]

In \(F=\tfrac32\int_0^1(1-\mu^2)M\,d\mu\), this produces \(d\mu/\mu\) at small \(\mu\). Each decade of \(\mu\) well below 1 and well above \(\delta/(1-p)\) contributes the same amount, \(\tfrac{3\delta}{4}\tfrac{1+p}{1-p}\ln10\). Phonons flying nearly parallel to the film travel far between walls, and their growing path compensates for their shrinking number. The growth ends near \(\mu\sim\delta/(1-p)\), where the path to a diffuse reflection, of order \(d/[\mu(1-p)]\), reaches \(l\), so that interior scattering destroys the deviation before a diffuse reflection does. At fixed \(p\) this cutoff is proportional to \(\delta\), which gives \(\ln(1/\delta)\) plus a constant.

**A numerical example.** Take a model solid with \(\kappa_{\rm bulk}=100\) W/(m K) and \(l=1000\) nm. The values of \(F\) called full below come from numerical quadrature of the Fuchs-Sondheimer integral.

For \(d=5000\) nm, \(\delta=5\). With diffuse walls, \(p=0\), the thick law gives \(F=1-0.375/5=0.925\). The full value exceeds it by \(5\times10^{-5}\), and \(\kappa_{\rm film}=92.5\) W/(m K). With \(p=0.5\) the loss is halved, \(F=0.9625\), and \(\kappa_{\rm film}=96.3\) W/(m K).

For \(d=1000\) nm, \(\delta=1\), the thick law gives 0.625 for \(p=0\) and 0.8125 for \(p=0.5\), while the full values are 0.684 and 0.829. The thick law integrates the missing flux of each wall out to infinite depth, although the film ends at \(z=d\). For \(p=0\), where \(A=1\) and the profile is exactly the sum of two single-wall deficits, the part counted beyond the opposite wall is the whole difference of 0.059. For \(p=0.5\) that part is half as large, 0.029, and the factor \(1/(1-p\varepsilon)\) in \(A\), which couples the walls, adds 0.013 back to the loss. For \(p=0\) the profile integral gives a flux of 0.453 of the bulk value at the wall and 0.758 at mid-film. The wall value lies below one half because phonons arriving from the opposite wall have not fully recovered their bulk deviation: there \(\phi_-(0)=1-\varepsilon<1\).

For \(d=100\) nm, \(\delta=0.1\), the thick law with \(p=0\) gives \(1-3.75=-2.75\), which is meaningless. The thin-film expansion gives

\[
F\simeq0.075\,(2.303+0.423)+0.5\,(0.1)^2=0.204+0.005=0.209,
\]

in agreement with the full value 0.209. For \(p=0.5\), direct summation gives \(S=15.55\), so \((1-p)^2S=3.888\). The factor \((1+p)/(1-p)\) is 3, and the coefficient of \(\delta^2\) is \(3.25/0.5=6.5\):

\[
F\simeq0.075\,[3(2.303+0.423)-3.888]+6.5\,(0.1)^2=0.322+0.065=0.387 .
\]

The full value is 0.375. The expansion is less accurate here because the first neglected term of \(K\), of order \(x^4\ln x\), enters \(F\) with a weight of order \((1-p)^2\sum n^4p^{n-1}=(1+11p+11p^2+p^3)/(1-p)^3\), which is 75 for \(p=0.5\) against 1 for \(p=0\). The logarithm alone would give 0.518, which is 38% above the full value.

For \(d=10\) nm, \(\delta=0.01\), the full values are \(F=0.0378\) for \(p=0\) and \(0.0846\) for \(p=0.5\), or \(\kappa_{\rm film}=3.78\) and \(8.46\) W/(m K). The logarithm alone gives 0.0345 and 0.1036. With the constant included, these become 0.0377 and 0.0840. Even at one hundredth of a mean free path, the constant beside the logarithm matters, and its sign depends on \(p\).

Two of the simplifications can be relaxed without a new derivation. The transport equation was solved separately for each \(\mu\), and mirror reflection preserves \(\mu\), so a specularity \(p(\mu)\) may be placed inside the integral, together with its prefactor \(1-p\). If the mean free path depends on frequency, each group of phonons still has a deviation odd in \(v_x\) and does not disturb the temperature. Each group then has its own suppression \(F(d/l_i)\), and the film conductivity is \(\sum_i\kappa_iF(d/l_i)\), where \(\kappa_i\) is the group's bulk contribution. When \(d\) is several times every \(l_i\), every group obeys the thick-film law, and summing \(\kappa_i[1-3(1-p)l_i/(8d)]\) gives that law for the total with \(l\) replaced by \(\sum_i\kappa_il_i/\sum_i\kappa_i\). That \(d\) exceeds this average is not by itself enough for the law to apply. Nor is it enough that the groups with \(l_i>d\) carry only a small share of the conductivity, because they can dominate the average. With 99% of \(\kappa\) at \(l=0.1d\), 1% at \(l=1000d\) and \(p=0\), the suppression is 0.953, while the law with the averaged \(l\) gives \(-2.79\). A broad spectrum can change the thickness dependence itself. In a Debye model at high temperature with \(l\propto\omega^{-2}\), every frequency interval contributes equally to \(\kappa_{\rm bulk}\) and the average of \(l\) diverges at low frequency. Since \(F\) then depends on \(\omega\) only through \(d\,\omega^2\), the loss \(\int(1-F)\,d\omega\) falls at large \(d\) as \(d^{-1/2}\) rather than \(1/d\). For such spectra the sum \(\sum_i\kappa_iF(d/l_i)\) must be evaluated with the full \(F\).

Numerical values quoted here were computed with a short program.
